The −(7/3)aₙ term of the Salpeter correction from the regularized r⁻³ operator

## First half. From the regularized operator to aₙ

### The result

An electron (charge −e, mass m) and a nucleus (charge Ze, mass M) form a hydrogen-like atom with reduced mass μ = mM/(m+M). Units are ħ = c = 1, with e² = 4πα. The spin-independent recoil energy of order (Zα)⁵ contains, for a state with quantum numbers n and l,

E = (C/n³) { … − (8/3) ln k₀(n,l) − (7/3) aₙ },  C = μ³(Zα)⁵/(π m M),

with

aₙ = 1/[l(l+1)(2l+1)]  for l > 0,

aₙ = −2 [ ln(2/n) + Hₙ + 1 − 1/(2n) ]  for l = 0,

where Hₙ = 1 + 1/2 + … + 1/n. The aₙ term is the expectation value of

W = − (7/6π) (Zα)²/(mM) · R₃,

R₃ = lim(ε→0) { θ(r−ε)/r³ + 4πδ³(r) [ ln(μZαε) + γ − 3/2 ] },

where γ is Euler's constant. The Bethe logarithm ln k₀ is defined in the second half. The dots stand for terms that are present for S states alone and do not depend on n inside the braces: a logarithm (1/3) ln(Zα)⁻², a constant −1/9, and a function of the mass ratio.

The two parts of the formula differ in status. For l > 0 the coefficient 7/3 and the value of aₙ both follow from the derivation below. For S states the r⁻³ operator fixes how aₙ varies with n, but not its additive constant. The number −3/2 in R₃ is a convention that goes together with the constant −1/9. Fixing that constant and the mass function requires, besides the constants left by the regions treated below, the exchange of two photons with momenta of the order of the particle masses. They are quoted here to fix the convention and are not derived. Self-energy effects and nuclear size are left out.

This half takes W as given and evaluates it. The second half derives its coefficient.

### Coulomb units

Measure lengths in 1/(μZα) and energies in μ(Zα)². The radial function is R(r), and u = rR obeys

−u″/2 + (U − E)u = 0,  U = l(l+1)/(2r²) − 1/r,  ∫u²dr = 1.

In these units μZαε becomes ε. Restoring the length unit multiplies ⟨R₃⟩ by (μZα)³, so

⟨W⟩ = − (7/6π) (Zα)² (μZα)³/(mM) · ⟨R₃⟩ = − (7/6) C ⟨R₃⟩.

This equals −(7/3) aₙ C/n³ if

aₙ = (n³/2) ⟨R₃⟩.

The task is therefore to calculate one number for each state.

### Simplest case: 2P and 1S

For 2P, u = r²e^(−r/2)/√24. The function vanishes fast enough at the origin for the cutoff to be removed at once, and the contact term gives nothing:

⟨r⁻³⟩ = (1/24) ∫₀^∞ r e^(−r) dr = 1/24,  a₂ = (8/2)(1/24) = 1/6.

For 1S, u = 2r e^(−r), and the integral diverges logarithmically:

∫_ε^∞ u²/r³ dr = 4 ∫_ε^∞ e^(−2r)/r dr = 4 ∫_(2ε)^∞ e^(−t)/t dt.

Integration by parts gives, for x → 0,

∫ₓ^∞ e^(−t)/t dt = −e^(−x) ln x + ∫ₓ^∞ e^(−t) ln t dt → −ln x − γ,

because ∫₀^∞ e^(−t) ln t dt = Γ′(1) = −γ. The cutoff part is thus −4[ln(2ε) + γ]. For an S state 4π|ψ(0)|² = R(0)², which is 4 here, so the contact part is 4[ln ε + γ − 3/2]. In the sum ln ε and γ cancel:

⟨R₃⟩ = −4 ln 2 − 6,  a₁ = −2 ln 2 − 3.

The general formula gives the same at n = 1, since −2[ln 2 + 1 + 1 − 1/2] = −2 ln 2 − 3.

The divergence has a physical reason. The r⁻³ form of the interaction holds at distances large compared with the Compton wavelengths of the particles and small compared with the inverse atomic energy differences, about 1/[μ(Zα)²]; the size of the atom lies between these limits. For a P state the density vanishes at the origin, and smaller distances contribute next to nothing to ⟨r⁻³⟩. For an S state the density there is |ψ(0)|², and what happens at such distances acts as a multiple of δ³(r). The contact term in R₃ removes the dependence on the arbitrary cutoff.

### All states with l > 0

Multiply the radial equation by u′ and integrate from 0 to ∞. Since u′u″ = (u′²)′/2 and uu′ = (u²)′/2,

−(1/4) [u′²]₀^∞ + (1/2) [(U − E)u²]₀^∞ − (1/2) ∫U′u² dr = 0.

The middle bracket vanishes at both ends: near the origin u² behaves as r^(2l+2), so Uu² behaves as r^(2l) for l > 0 and as r for l = 0. What remains is

∫U′u² dr = u′(0)²/2.

For l > 0 the right side is zero. With U′ = −l(l+1)/r³ + 1/r² this says that the mean radial force vanishes:

l(l+1) ⟨r⁻³⟩ = ⟨r⁻²⟩.

The value of ⟨r⁻²⟩ follows from the way the energy depends on l. At a fixed number of radial nodes n_r, E = −1/[2(n_r+l+1)²], and l may be treated as a continuous parameter of U. The Hellmann–Feynman theorem gives

dE/dl = 1/n³ = ⟨∂U/∂l⟩ = (l + 1/2) ⟨r⁻²⟩,

⟨r⁻²⟩ = 2/[n³(2l+1)].

Hence

⟨r⁻³⟩ = 2/[n³ l(l+1)(2l+1)],  aₙ = 1/[l(l+1)(2l+1)].

Despite its subscript, aₙ does not depend on n here.

Two limits test this. For l = 1 it gives 1/6, the 2P value found directly. For a circular state, l = n−1 with n large, it gives ⟨r⁻³⟩ → 1/n⁶, which is the inverse cube of the classical orbit radius n².

For l = 0 the same identity gives a quantity needed below. Now U′ = 1/r² and u′(0) = R(0), so

R(0)² = 2⟨r⁻²⟩ = 4/n³.

### All S states

The normalized S functions are

R = (2/n^(5/2)) e^(−r/n) L¹ₙ₋₁(2r/n),

with associated Laguerre polynomials L¹. Since L¹ₙ₋₁(0) = n, R(0)² = 4/n³, as required. With ρ = 2r/n the cutoff integral is

J = ∫_ε^∞ R²/r dr = (4/n⁵) ∫_(ρ₀)^∞ f(ρ)/ρ dρ,  f = e^(−ρ)[L¹ₙ₋₁(ρ)]²,  ρ₀ = 2ε/n.

It is convenient to trade the cutoff for a power. Define F(s) = ∫₀^∞ ρ^(s−1) f dρ for s > 0. Since f(0) = n², the piece below ρ₀ is n²ρ₀^s/s up to terms that vanish with ρ₀, and ρ₀^s/s = 1/s + ln ρ₀ + O(s). Therefore

∫_(ρ₀)^∞ f/ρ dρ = lim(s→0)[F(s) − n²/s] − n² ln ρ₀.

To find F(s), expand L¹ in the polynomials that are orthogonal with the weight ρ^(s−1)e^(−ρ). The generating function is

Σ_N L^β_N(ρ) t^N = (1−t)^(−β−1) exp[−ρt/(1−t)].

For β = 1 the prefactor is (1−t)⁻² = (1−t)^(−(2−s)) (1−t)^(−s), and the last factor is the prefactor for β = s−1. Comparing powers of t,

L¹_N = Σ_j c_(N−j) L^(s−1)_j,  c_k = (2−s)(3−s)…(k+1−s)/k!,  c₀ = 1.

The orthogonality integral comes from the same function. In the product of two generating functions with variables t and t′ the exponent is −ρ(1−tt′)/[(1−t)(1−t′)], including the weight e^(−ρ). Integration over ρ gives

Γ(s)(1−tt′)^(−s) = Σ_j [Γ(j+s)/j!] (tt′)^j.

Polynomials of different degree are thus orthogonal, and the squared norm is Γ(j+s)/j!. With N = n−1,

F(s) = Σ_(j=0)^(n−1) [c_(n−1−j)]² Γ(j+s)/j!.

The term j = 0 carries the pole. Its coefficient is

c_(n−1) = n (1−s/2)(1−s/3)…(1−s/n) = n[1 − s(Hₙ−1) + O(s²)],

and Γ(s) = 1/s − γ + O(s), so this term is

n²[1/s − γ − 2Hₙ + 2].

In the terms j ≥ 1 one may set s = 0, where c_k = k+1 and Γ(j)/j! = 1/j:

Σ_(j=1)^(n−1) (n−j)²/j = n²Hₙ₋₁ − 2n(n−1) + n(n−1)/2 = n²[Hₙ − 3/2 + 1/(2n)].

The last step uses Hₙ₋₁ = Hₙ − 1/n. The sum of both parts is

F(s) = n²[1/s − γ − Hₙ + 1/2 + 1/(2n)] + O(s),

and hence

J = (4/n³)[−ln(2ε/n) − γ − Hₙ + 1/2 + 1/(2n)].

The contact term adds (4/n³)[ln ε + γ − 3/2]. Again ln ε and γ cancel, and

⟨R₃⟩ = (4/n³)[−ln(2/n) − Hₙ − 1 + 1/(2n)].

Multiplication by n³/2 gives the stated aₙ. At n = 2 the logarithm vanishes and a₂ = −2[3/2 + 1 − 1/4] = −4.5. Quadrature of the cutoff integrals agrees with the formulas for all states up to n = 6; the numerical output lists several of them.

For large n, Hₙ = ln n + γ + 1/(2n) − 1/(12n²) + …, so

aₙ → −2(ln 2 + γ + 1) + 1/(6n²).

The approach to a constant reflects the wave function near the nucleus. There the binding energy is negligible beside the Coulomb potential, and R² keeps its shape while its size falls as 1/n³.

### A check that joins the two cases

The l > 0 formula diverges as l → 0. If l is treated as a small positive number at fixed n_r, with n = n_r + l + 1, the centrifugal term itself serves as a regulator, and the S-state integral must follow from it. The full integral is

(n³/2)⟨r⁻³⟩ = 1/[l(1+l)(1+2l)] = 1/l − 3 + O(l).

Below ε the density is R² ≈ B r^(2l), which contributes (n³/2) B ε^(2l)/(2l). The normalization for non-integer l is

n³B/4 = (2/n)^(2l) Γ(n+l+1)/[n Γ(n−l) Γ(2l+2)²].

Write this as 1 + l d + O(l²). In the derivative, n−l = n_r+1 stays fixed and n+l+1 = n_r+2l+2. With Γ′/Γ equal to Hₙ−γ at argument n+1 and to 1−γ at argument 2,

d = 2 ln(2/n) + 2(Hₙ−γ) − 1/n − 4(1−γ).

Subtracting the inner piece, 1/l + d + 2 ln ε, leaves

(n³/2) J = −3 − d − 2 ln ε = −2 ln(2ε/n) − 2γ − 2Hₙ + 1 + 1/n,

in agreement with the Laguerre calculation.

### What another regulator would change

Replace the step θ(r−ε) by a smooth function w(r/ε) that vanishes at the origin and tends to 1 at large argument, both fast enough for the next integral to exist. As ε → 0 the expectation value changes by

R(0)² ∫₀^∞ [w(x) − θ(x−1)] dx/x = (4/n³) κ,

where κ is a number that depends on w but not on the state. Every S-state aₙ shifts by the same 2κ, and no state with l > 0 shifts. The differences aₙ − a₁ therefore do not depend on the regulator. This was tested with w = 1 − exp(−r²/ε²) for n = 2 to 6.

The energy itself cannot depend on such a choice, so the other contact terms must compensate. If −3/2 is dropped from R₃, for instance, aₙ rises by 3 for S states, −(7/3)aₙ falls by 7, and the constant −1/9 must be replaced by −1/9 + 7 = 62/9.

## Second half. The coefficient 7/3, its checks and hydrogen

### What is carried over

The masses are m and M, the reduced mass is μ, and C = μ³(Zα)⁵/(π m M). The first half showed that an interaction −(7/6π)(Zα)²/(mM) r⁻³, completed by a contact term for S states, gives the energy −(7/3)aₙ C/n³. For l > 0, aₙ = 1/[l(l+1)(2l+1)]. It remains to show that the coefficient is 7/6π. The derivation takes l > 0, where contact terms vanish, and then returns to S states for a check of the logarithm.

Let r₁, p₁ belong to the electron and r₂, p₂ to the nucleus, with charges e₁ = −e and e₂ = Ze, so that e₁e₂ = −4πZα. In the centre-of-mass frame p₁ = p, p₂ = −p and r = r₁−r₂. H contains the kinetic energies and V = −Zα/r. The coupling to the transverse photon field A is

−(e₁/m) p₁·A(r₁) − (e₂/M) p₂·A(r₂) + (e₁²/2m) A²(r₁) + (e₂²/2M) A²(r₂).

The first two terms exchange one photon. The last two, the seagull vertices, exchange two.

### One photon: the first retardation term

With the projector P_ij = δ_ij − k_ik_j/k² and the currents j₁ = p₁e^(ik·r₁), j₂ = p₂e^(−ik·r₂), second-order perturbation theory gives

E_T = (e₁e₂/mM) ∫ d³k/[(2π)³2k] P_ij ⟨ j₁ⁱ (E−H−k)⁻¹ j₂ʲ + j₂ʲ (E−H−k)⁻¹ j₁ⁱ ⟩.

The two terms are the two time orders. Typical photon momenta are μZα, much larger than atomic energies μ(Zα)², so one expands

(E−H−k)⁻¹ = −1/k + (H−E)/k² − …

The term −1/k is the instantaneous magnetic part of the Breit interaction, of order (Zα)⁴, and is counted separately. In the next term the two time orders combine into a double commutator. Because (H−E) gives zero on the state,

⟨j₁ⁱ(H−E)j₂ʲ + j₂ʲ(H−E)j₁ⁱ⟩ = ⟨[j₁ⁱ,[H,j₂ʲ]]⟩.

The kinetic energies drop out: p₁² commutes with j₂, while [p₂²,j₂] contains operators of particle 2 alone and commutes with j₁. For the potential, with derivatives taken with respect to r,

[V, j₂ʲ] = i(∂V/∂r₂ʲ) e^(−ik·r₂) = −i(∂_jV) e^(−ik·r₂),

[j₁ⁱ, −i(∂_jV) e^(−ik·r₂)] = (−i)(−i)(∂_i∂_jV) e^(ik·r) = −e^(ik·r) ∂_i∂_jV.

A spin vertex contains e^(±ik·r) without a momentum operator. If it replaces either current, the double commutator vanishes, and so spin does not enter this retardation term.

Away from the origin ∂_i∂_jV = −Zα(3r̂_ir̂_j − δ_ij)/r³. With c the cosine of the angle between k and r,

P_ij(3r̂_ir̂_j − δ_ij) = 3(1−c²) − 2 = 1 − 3c².

The average of (1−3c²)e^(ikrc) over directions is 2j₂(kr), where j₂ with an argument denotes the spherical Bessel function. Thus

∫ d³k/[(2π)³2k³] (1−3c²) e^(ik·r) = (1/4π²) ∫ 2j₂(x) dx/x = 1/(6π²).

The last integral follows from j₂(x)/x = −d/dx[j₁(x)/x], since j₁(x)/x falls from 1/3 at the origin to zero at infinity. Collecting factors,

(e₁e₂/mM)·(−1)·(−Zα)·(1/6π²) ⟨r⁻³⟩ = −(4/6π)(Zα)²/(mM) ⟨r⁻³⟩.

This is 4/7 of W, so it contributes −(4/3)aₙ to the braces. The integral over x converges at both ends and is governed by k of order 1/r, where the expansion is justified.

### One photon: soft momenta

The expansion fails when k is comparable with atomic energies. Choose λ between μ(Zα)² and μZα. For k < λ the exponentials can be replaced by 1, and the average of P_ij is (2/3)δ_ij. With p₁ = p, p₂ = −p and two equal time orders,

E_soft = (4πZα/mM)·(2/3)·2·(1/4π²) ∫₀^λ k dk ⟨p·(E−H−k)⁻¹p⟩

= (4Zα/3πmM) ∫₀^λ k dk ⟨p·(E−H−k)⁻¹p⟩.

Write D = H−E. Then −k/(k+D) = −1 + D/(k+D), and the real part of the integral is −λ + D ln(λ/|D|) for λ ≫ |D|. The term −λ⟨p²⟩ is the soft part of the Breit interaction, already counted. The rest is

(4Zα/3πmM) ⟨p·D ln(λ/|D|) p⟩.

The coefficient of ln λ follows from a double commutator as before:

⟨p·Dp⟩ = (1/2)⟨∇²V⟩ = 2πZα|ψ(0)|² = (2Zα/n³)(μZα)³ δ_l0.

It vanishes for l > 0, and the arbitrary λ disappears. The Bethe logarithm is defined by

⟨p·D ln[2|D|/(μ(Zα)²)] p⟩ = (2Zα/n³)(μZα)³ ln k₀(n,l),

so the soft region gives −(8/3) ln k₀ · C/n³. The retarded exchange of one photon therefore contributes, for l > 0,

(C/n³) { −(8/3) ln k₀ − (4/3) aₙ }.

Further terms of the expansion are smaller by at least one power of Zα.

This step rests on joining two momentum regions, so it was tested without that division. In the limit of a heavy nucleus, the exchange minus its −1/k part was summed over numerical intermediate states, with the full plane wave and the full resolvent, at a coupling of 10⁻⁵. For 3D the sum in the braces is −0.0305, equal to the prediction at this precision. For 2P it is −0.1417 against −0.1420 with 45 basis functions per channel. The last digit of both numbers is not converged: in larger bases both move towards −0.1422, a shift of 0.0002 to 0.0005. The remaining gap comes from the finite basis. The finite coupling shifts the 2P sum by only about half the value of the coupling, as expected for a term one power of Zα higher. Without the r⁻³ part the 2P prediction would be +0.080.

### Two photons: the seagull vertices

Both photons now connect A²(r₁) with A²(r₂). Atomic energies are negligible beside k₁+k₂, so the energy denominator is −(k₁+k₂). There are two time orders and two ways to pair the fields. The numerical factor is 2·2·(1/2)(1/2) = 1, and

V_S = −(e₁²e₂²/mM) ∫∫ d³k₁d³k₂/[(2π)⁶ 4k₁k₂(k₁+k₂)] P_ij(k₁)P_ij(k₂) e^(i(k₁+k₂)·r).

Using 1/(k₁+k₂) = ∫₀^∞ e^(−(k₁+k₂)τ) dτ, the two photons separate:

V_S = −(e₁²e₂²/mM) ∫₀^∞ dτ D_ijD_ij,  D_ij = ∫ d³k/[(2π)³2k] P_ij e^(ik·r − kτ).

Without the projector the integral is

G = (1/4π²r) ∫₀^∞ sin(kr) e^(−kτ) dk = 1/[4π²(r²+τ²)].

The projector is taken into account by D_ij = δ_ijG + ∂_i∂_jF with ∇²F = −G. Only derivatives of F are needed. One integration gives

F′ = −(1/r²) ∫₀^r s²G(s) ds = −[r − τ arctan(r/τ)]/(4π²r²).

The matrix ∂_i∂_jF has the value F″ along r and F′/r in the two perpendicular directions, and F″ = −G − 2F′/r. So D_ij has the components

along r: −2F′/r,  perpendicular: G + F′/r.

By dimension D_ij scales as r⁻², and the τ integral of its square as r⁻³. It is enough to set r = 1. With

g = 1/(1+τ²),  h = 1 − τ arctan(1/τ),

the components are 2h/(4π²) and (g−h)/(4π²), and

∫₀^∞ D_ijD_ij dτ = I/(16π⁴r³),  I = ∫₀^∞ [4h² + 2(g−h)²] dτ = ∫₀^∞ [6h² − 4gh + 2g²] dτ.

No integral of an arctangent is required. Differentiation gives

τh′ = −τ arctan(1/τ) + τ²/(1+τ²) = −(1−h) + (1−g) = h − g.

Integrating h² by parts, with τh² vanishing at both ends,

∫h²dτ = −2∫h(τh′)dτ = −2∫h²dτ + 2∫gh dτ,  so  3∫h²dτ = 2∫gh dτ.

The first two terms of I cancel, and with τ = tan θ

I = 2∫₀^∞ dτ/(1+τ²)² = 2∫₀^(π/2) cos²θ dθ = π/2.

Since e₁²e₂² = 16π²(Zα)²,

V_S = −[16π²(Zα)²/(mM)]·(π/2)/(16π⁴r³) = −(3/6π)(Zα)²/(mM r³).

Together with the retardation term −(4/6π) this makes −7/(6π). The 7/3 is thus 4/3 from the delay of one photon plus 1 from the exchange of two. The photon kernel and the value of I were also tested by quadrature.

Other combinations do not compete at this order. If one particle has a seagull vertex and the other absorbs the two photons through its current, the factor 1/m of its seagull vertex (1/M for the nucleus) is replaced by p²/m² times one more energy denominator 1/k. With p and k of order μZα the relative factor p²/(mk) is of order Zα or smaller, and the energy is of order (Zα)⁶. Nothing in the derivation for l > 0 required m to be small compared with M.

### The logarithm for S states

For S states three pieces depend on scales. The soft region gives (8/3) ln[λ/(μ(Zα)²)], apart from constants. For k > λ the contact part of ∂_i∂_jV, which is (4π/3)Zα δ_ijδ³(r), no longer vanishes. With P_ii = 2 and momenta between λ and an upper limit Λ it gives

(4πZα/mM)·2·(4πZα/3)|ψ(0)|²·(1/4π²) ln(Λ/λ) = (8/3)(C/n³) ln(Λ/λ),

where |ψ(0)|² = (μZα)³/(πn³). The dependence on λ cancels. The non-relativistic treatment ends at Λ of the order of the particle masses, so the sum is (8/3) ln(Zα)⁻² plus terms free of Zα.

The r⁻³ operator is cut off at the corresponding distance 1/Λ, which is of order Zα in Coulomb units. By the first half its integral grows as (4/n³) ln(1/Zα), which gives

−(7/6)·4 ln(1/Zα) = −(7/3) ln(Zα)⁻².

The sum is

8/3 − 7/3 = 1/3,

the coefficient of the logarithm in the Salpeter correction. This checks the relative size of the two contributions. It also explains the factor μZα inside the logarithm of R₃: with the cutoff measured in Coulomb lengths, aₙ is free of Zα, and the logarithm of Zα appears separately.

### Hydrogen with a point proton

With 1/α = 137.036, M/m = 1836.15 and μ/m = 0.999456, the prefactor is C/h = 442.52 kHz. The state-dependent terms are

1S: −(7/3)(−4.38629)(442.52 kHz) = 4529.05 kHz, or 18.73 neV,

2S: −(7/3)(−4.5)(442.52 kHz)/8 = 580.81 kHz,

2P: −(7/3)(1/6)(442.52 kHz)/8 = −21.51 kHz,

3D: −(7/3)(1/30)(442.52 kHz)/27 = −1.27 kHz.

For P and D states the sign is that of an attractive r⁻³ interaction. The positive S values have no such meaning by themselves, because they include the conventional constant. A combination free of it is

8E(2S) − E(1S) = 8(580.808 kHz) − 4529.054 kHz = 117.41 kHz

for this term alone. The Bethe logarithms add their own difference to the full recoil correction.

For 2P the recoil energy of this order is complete once the Bethe logarithm is included. With the computed value ln k₀ = −0.030 (the finite basis does not fix a further digit),

−(8/3)(−0.030)(442.52 kHz)/8 = 4.4 kHz,

and the total is −21.5 + 4.4 = −17.1 kHz. The r⁻³ interaction dominates, since the Bethe logarithm of a P state is small. These figures are the leading terms in Zα. They leave out recoil of higher order, and for heavy nuclei, where Zα is not small, the expansion itself ceases to be useful.

Values computed for the example and the checks

```
REGULARIZED r^-3 OPERATOR (dimensionless)
cutoff eps, Coulomb lengths: 1.0e-07
n=1 l=0: a_n quadrature -4.38629, formula -4.38629
n=2 l=0: a_n quadrature -4.50000, formula -4.50000
n=3 l=0: a_n quadrature -4.52240, formula -4.52240
n=4 l=0: a_n quadrature -4.53037, formula -4.53037
n=2 l=1: a_n quadrature 0.16667, formula 0.16667
n=3 l=1: a_n quadrature 0.16667, formula 0.16667
n=3 l=2: a_n quadrature 0.03333, formula 0.03333
second regulator, largest error of a_n-a_1: 2.0e-14
COEFFICIENT OF a_n (dimensionless)
seagull integral: 1.570796
seagull share of 7/3: 1.000000
coupling in retardation test: 1.0e-05
n=2 l=1: ln k0 = -0.03009
  <p(H-E)p>, Coulomb units: -2.6e-06
  retarded exchange, full sum: -0.14171
  -(8/3)ln k0-(4/3)a_n: -0.14197
  retardation share of 7/3: 1.332
n=3 l=2: ln k0 = -0.00523
  <p(H-E)p>, Coulomb units: -1.6e-10
  retarded exchange, full sum: -0.03049
  -(8/3)ln k0-(4/3)a_n: -0.03049
  retardation share of 7/3: 1.333
1S log coefficient, low energy: 2.6667
1S log coefficient, r^-3 operator: -2.3333
1S log coefficient, sum: 0.3333
HYDROGEN, POINT PROTON
1/alpha: 137.035999
M/m: 1836.1527
mu/m: 0.99945568
prefactor C/h: 442.5201 kHz
1S term -(7/3)a_n: 4529.054 kHz
2S term -(7/3)a_n: 580.808 kHz
3S term -(7/3)a_n: 172.948 kHz
2P term -(7/3)a_n: -21.511 kHz
3D term -(7/3)a_n: -1.275 kHz
1S term in energy: 18.7307 neV
8*2S - 1S of this term: 117.406 kHz
2P Bethe-logarithm term: 4.439 kHz
2P sum of both terms: -17.072 kHz
```
